# In-plane heat conduction of thin films with unequal surface specularities, part 2

A film of thickness $d$ carries heat along its plane. Its carriers have one speed $v$ and one bulk mean free path $L$, and $t=d/L$. The lower surface reflects a carrier like a mirror with probability $p$, the upper one with probability $q$; otherwise the carrier leaves diffusely, in a random direction. These specularities are taken as independent of angle unless stated otherwise. The algebra uses units with $\hbar=1$ and temperature $T$ measured as an energy.

Let $\mu$, between 0 and 1, be the magnitude of the cosine between the direction of flight and the film normal. One crossing has length $x=t/\mu$ in units of $L$, and $E=e^{-x}$ is the probability of making it without scattering in the bulk. Let $g$ be the deviation of the carrier occupation from equilibrium, divided by its bulk value. Carriers leave the lower surface with $g=1-A$ and the upper one with $g=1-B$, where

$$
A+B=\frac{2-p-q+(p+q-2pq)E}{1-pqE^2}.
$$

The mean of $g$ over the thickness and over upward and downward carriers is

$$
h(x)=1-\frac{(A+B)(1-E)}{2x},
$$

and the ratio of film to bulk conductivity is

$$
F(t;p,q)=\frac32\int_0^1(1-\mu^2)\,h\!\left(\frac t\mu\right)d\mu .
$$

The bulk conductivity is $\kappa_{\rm bulk}=C_VvL/3$, with $C_V$ the heat capacity per volume. For fixed $p$ and $q$ with $pq<1$, and $t\to0$,

$$
F(t;p,q)=\frac34\,\frac{(1+p)(1+q)}{1-pq}\;t\ln\frac1t+O(t).
$$

The fraction in this result is called $C(p,q)$. Its logarithm comes from grazing carriers, those with small $\mu$. The formula for $F$ was checked against a numerical solution of the Boltzmann equation for $(p,q)=(0.6,0.2)$, $(0,0.7)$ and $(0.9,0.8)$.

## Flights between diffuse reflections, and a silicon membrane

The symbols carried over are these. The film has thickness $d$, bulk mean free path $L$ and $t=d/L$; its surfaces have specularities $p$ and $q$. A carrier with direction cosine $\mu$ has the reduced crossing length $x=t/\mu$ and crosses unscattered with probability $E=e^{-x}$. The ratio of film to bulk conductivity is

$$
F(t;p,q)=\frac32\int_0^1(1-\mu^2)h\!\left(\frac t\mu\right)d\mu,\qquad
h=1-\frac{(A+B)(1-E)}{2x},
$$

$$
A+B=\frac{2-p-q+(p+q-2pq)E}{1-pqE^2},
$$

and for small $x$, $h\simeq Cx/2$ with $C=(1+p)(1+q)/(1-pq)$. The leading term of $F$ is $\tfrac34Ct\ln(1/t)$.

At $t=0.01$ the logarithm $\ln(1/t)$ is only 4.6, so a constant of order one beside it cannot be ignored. That constant follows from a rearrangement of $h$ that also shows what $C$ counts. Multiply out the numerator of $(A+B)(1-E)$:

$$
(2-p-q)-2(1-p)(1-q)E-(p+q-2pq)E^2 .
$$

The middle coefficient is $(p+q-2pq)-(2-p-q)=-2(1-p-q+pq)$, as written. Now expand $1/(1-pqE^2)=\sum_k(pq)^kE^{2k}$. The constant term of the product is $2-p-q$. Odd powers arise from the middle term alone. The coefficient of $E^{2k}$ with $k\ge1$ has two sources and equals

$$
(2-p-q)(pq)^k-(p+q-2pq)(pq)^{k-1}.
$$

Taking out $-(pq)^{k-1}$ leaves $p+q-4pq+p^2q+pq^2$, which is $p(1-q)^2+q(1-p)^2$. Thus

$$
(A+B)(1-E)=2-p-q-\sum_{m=1}^{\infty}n_mE^m,
$$

$$
n_{2k+1}=2(1-p)(1-q)(pq)^k,\qquad
n_{2k}=\left[p(1-q)^2+q(1-p)^2\right](pq)^{k-1}.
$$

None of the $n_m$ is negative, and they have a simple meaning. Follow a carrier from one diffuse reflection to the next, leaving bulk scattering aside, and let $m$ be the number of times it crosses the film. Carriers strike the two surfaces equally often, so diffuse departures from the lower and upper surfaces are in the ratio $1-p$ to $1-q$. A flight from the lower surface with $m=1$ ends diffusely at the upper one, which gives $(1-p)(1-q)$. The reverse flight gives the same, hence the factor 2. Every further pair of crossings needs one specular reflection at each surface, hence the factor $pq$. A flight with $m=2$ from the lower surface is reflected specularly above and ends diffusely below, which gives $q(1-p)^2$; its counterpart from above gives $p(1-q)^2$. So $n_m$ is the relative number of flights with $m$ crossings.

Two sums follow from the expansion. At $E=1$ its left side vanishes, so $\sum n_m=2-p-q$. Differentiate with respect to $E$ and then set $E=1$: the left side gives $-(A+B)=-2$, and the right side gives $-\sum mn_m$. Hence

$$
\sum_m m\,n_m=2 .
$$

For a film with two diffuse surfaces, $A=B=1$ and $h$ reduces to $h_0(x)=1-(1-e^{-x})/x$. Using both sums,

$$
\sum_m\frac{mn_m}{2}h_0(mx)
=1-\frac1{2x}\sum_m n_m(1-E^m)
=1-\frac{(A+B)(1-E)}{2x}=h(x).
$$

Since $mx=mt/\mu$ belongs to a film of thickness $md$, integration over $\mu$ gives

$$
F(t;p,q)=\sum_m\frac{mn_m}{2}\,F_0(mt),
$$

where $F_0$ is the ratio for diffuse surfaces. A film with partly specular surfaces conducts like a weighted average of diffuse films whose thicknesses are multiples of its own. The weight $mn_m/2$ is the probability that a crossing chosen at random belongs to a flight with $m$ crossings. For the three pairs $(p,q)$ used earlier and $t=0.01$, 0.3 and 3, this sum and the direct integral differ by less than $10^{-10}$ in relative terms.

Since $h_0(y)\simeq y/2$ for small $y$, comparison of the linear terms in $x$ gives

$$
C=\frac12\sum_m m^2n_m=\frac{\langle m^2\rangle}{\langle m\rangle},
$$

where the averages run over flights. The enhancement is the mean number of crossings in the flight to which a random crossing belongs. Long flights count more because they contain more crossings. A random sequence of two million surface encounters with $p=0.6$ and $q=0.2$ gave $\langle m^2\rangle/\langle m\rangle=2.183$, while the formula gives $1.6\times1.2/0.88=2.182$.

The constant term now requires the diffuse film alone. With $y=t/\mu$ and $d\mu=-t\,dy/y^2$,

$$
F_0(t)=\frac32t\int_t^\infty\left(1-\frac{t^2}{y^2}\right)\frac{h_0(y)}{y^2}\,dy .
$$

The first part contains $h_0/y^2=(e^{-y}-1+y)/y^3$. Integrating by parts twice, each time integrating the power of $y$, gives

$$
\int_t^\infty\frac{h_0}{y^2}dy
=\frac{e^{-t}-1+t}{2t^2}+\frac{1-e^{-t}}{2t}+\frac12\int_t^\infty\frac{e^{-y}}y\,dy .
$$

For small $t$ the first two terms tend to $1/4$ and $1/2$. One more integration by parts shows that the last integral tends to $\ln(1/t)+\int_0^\infty e^{-y}\ln y\,dy=\ln(1/t)-\gamma$, where $\gamma$ is Euler's constant. The second part of $F_0$ is dominated by small $y$, where $h_0\simeq y/2$, and gives $-t^2\int_t^\infty dy/(2y^3)=-1/4$. The sum is $\tfrac12[\ln(1/t)+1-\gamma]$, and

$$
F_0(t)\simeq\frac34t\left[\ln\frac1t+1-\gamma\right].
$$

Insert this into the sum over flights. The argument $mt$ contributes a factor $m$ and a term $-\ln m$, so that

$$
F(t;p,q)\simeq\frac34Ct\left[\ln\frac1t+1-\gamma-\ln M\right],\qquad
\ln M=\frac{\sum_m m^2n_m\ln m}{\sum_m m^2n_m}.
$$

Flights so long that $mt$ is not small do no harm, because $n_m$ falls geometrically for $pq<1$. The number $M$ is a logarithmic average of the crossings per flight. It appears because a flight of $m$ crossings meets the limit set by bulk scattering at a direction cosine $mt$ instead of $t$, which shortens the range of the logarithm.

Division by the diffuse result at the same thickness gives

$$
\frac{F(t;p,q)}{F_0(t)}\simeq C\left[1-\frac{\ln M}{\ln(1/t)+1-\gamma}\right].
$$

If either surface is partly specular, $\ln M>0$ and the ratio approaches $C$ from below. For $p=0.6$ and $q=0.2$, $\ln M=0.924$. The full integrals give ratios of 1.787, 1.973, 2.040 and 2.075 at $t=10^{-2}$, $10^{-4}$, $10^{-6}$ and $10^{-8}$, against $C=2.182$. By the last formula the ratio comes within 10 percent of $C$ at $t=1.5\times10^{-4}$.

The way in which the surfaces combine becomes plain if each is given the number $u_p=(1-p)/(1+p)$, which is one for a diffuse surface and zero for a mirror. Then

$$
\frac{u_p+u_q}{2}=\frac{(1-p)(1+q)+(1-q)(1+p)}{2(1+p)(1+q)}
=\frac{1-pq}{(1+p)(1+q)}=\frac1C .
$$

A film with two equal surfaces has $C=1/u_p$. The factor for unequal surfaces is thus the harmonic mean of the two equal-surface factors. For 0.6 and 0.2 these are 4 and 1.5, with harmonic mean 2.18; their arithmetic mean, 2.75, is too large. Two surfaces of specularity 0.4, with the same sum $p+q$, give 2.33. If one surface is fully diffuse, $C=1+p$, and even a perfect mirror opposite can do no more than double the leading term.

The same relation shows which surface repays smoothing. Differentiating $1/C$ gives $\partial C/\partial p=C^2/(1+p)^2$. For equal small increases of specularity, the less specular surface yields the larger gain. This rule applies to the leading term, at fixed thickness, with specularities independent of angle.

That last condition is severe, because the logarithm comes from grazing carriers. Consider a surface whose height varies randomly with a Gaussian distribution of standard deviation $\eta$. A wave of wavenumber $k$ reflected from it acquires the random phase $2k\mu$ times the height. Its mean amplitude is reduced by $e^{-2k^2\eta^2\mu^2}$, and the specular intensity by the square of this. In this model $p=e^{-a\mu^2}$ with $a=4k^2\eta^2$, and likewise $q=e^{-b\mu^2}$. In this model both surfaces become mirrors at grazing incidence. The phase argument assumes that the height varies slowly along the surface, over many wavelengths. On a free surface with roughness of shorter range, grazing waves can be scattered strongly, and the law derived next does not apply.

Let $s=a+b$. For small $\mu$, $2-p-q\simeq s\mu^2$, and $p+q-2pq$ has the same leading value. For small $x$ the numerator of $A+B$ is then $2s\mu^2$, the denominator is $s\mu^2+2x$, and

$$
h\simeq1-\frac{s\mu^2}{s\mu^2+2x}=\frac{2t}{2t+s\mu^3}.
$$

The important directions have $\mu\sim(2t/s)^{1/3}$, which is small but much larger than $t$, so both approximations hold. The factor $1-\mu^2$ may be dropped and the integral extended to infinity. With $\mu=(2t/s)^{1/3}w$ and $\int_0^\infty dw/(1+w^3)=2\pi/(3\sqrt3)$,

$$
F\simeq\frac{\pi}{\sqrt3}\left(\frac{2t}{a+b}\right)^{1/3}.
$$

Within this model a cube root replaces $t\ln(1/t)$, and a very thin film conducts far better than one with constant specularities.

For a worked example take a suspended silicon membrane at 10 K with $d=1000$ nm and $L=10^5$ nm, so that $t=0.01$. The sound speeds are 8500 m/s (longitudinal) and 5400 m/s (transverse). The speeds are rough typical values. The mean free path is chosen to represent a doped or defective crystal. In very pure silicon at this temperature it can reach millimetres; $t$ then falls below the spacing of the standing waves in $\mu$ estimated below, and the continuous integral over directions no longer applies. Digits beyond the first two in the results below serve only to make the arithmetic traceable. The specularities 0.6 and 0.2 are chosen, and represent surfaces on which these fractions of the area are smooth and the rest scatters diffusely at every angle. For waves of wavelength $\lambda$ this picture requires smooth patches much wider than $\lambda/\mu^2$, which is about 0.7 micrometres for $\lambda=7.4$ nm and $\mu=0.1$. Smaller patches diffract grazing waves and reduce their specularity. The logarithm extends down to $\mu\approx t=0.01$, where $\lambda/\mu^2$ is 74 micrometres. Patches that wide exceed the distance between successive hits on the same surface, about 20 micrometres at $\mu=0.1$, so the reflections are no longer independent. For randomly placed smooth patches of mean width 20 or 70 micrometres this correlation raises $F$ by about 13 or 40 percent. No single patch width meets both conditions over the whole range of $\mu$, and the constant specularities are an idealization.

The Debye mean speed, defined by $3/v^3=1/v_l^3+2/v_t^3$, is 5938 m/s. Three sound branches have the energy density $3\int_0^\infty\frac{k^2dk}{2\pi^2}\frac{vk}{e^{vk/T}-1}=\pi^2T^4/(10v^3)$, and its derivative is $C_V=2\pi^2T^3/(5v^3)$, in units with $\hbar=1$ and temperature measured as an energy. With the constants restored this is $2\pi^2k_B^4T^3/(5\hbar^3v^3)$, or 584.2 J/(m$^3$ K). The bulk conductivity is

$$
\kappa_{\rm bulk}=\tfrac13\times584.2\times5938\times10^{-4}
=115.6\ {\rm W/(m\,K)},
$$

with $L$ in metres. The two-term law gives $F=0.75\times2.182\times0.01\times(4.605+0.423-0.924)=0.0672$; the full integral gives 0.0675. The leading logarithm alone gives 0.0754, which is 12 percent above the full value. The film conductivity is $115.6\times0.0675=7.8$ W/(m K), against 4.4 W/(m K) for diffuse surfaces. The gain is 1.79, well short of $C=2.18$. Directions with $\mu<0.1$, within about 6 degrees of the film plane, supply 58 percent of $F$.

Among the assumptions examined here, constant specularity affects the result most. If the surfaces follow the random-height model with the same specularities at normal incidence, $F$ rises to 0.355, or 5.3 times the value above, and the film conductivity to about 41 W/(m K). These values are for a single wavenumber. With $a$ and $b$ scaling as $k^2$ from these values at the peak of the heat-capacity spectrum, the thermal average is $F=0.346$, or about 40 W/(m K). The cube-root law gives 0.383. The logarithmic law should therefore be applied to such a membrane only if there is reason to believe that grazing carriers are scattered diffusely. The other effects were examined with the constant specularities, and in that case they are smaller. A mean free path that falls as the fourth power of frequency, with $L$ kept at the peak of the heat-capacity spectrum, lowers the film conductivity by 8 percent and leaves the gain at 1.78. In the random-height model the same frequency dependence is not a small effect: each mode then contributes in proportion to $L^{2/3}(a+b)^{-1/3}\propto\omega^{-10/3}$ against a spectrum that starts as $\omega^2$, so the sum diverges at low frequency until some other scattering or the sample length limits it. At that peak the wavelength is 7.4 nm, and standing waves across the film space the allowed $\mu$ by 0.0037. A crude sum over these modes lowers $F$ by 4 percent if the one at $\mu=0$ is left out. Free surfaces allow that mode; counted in full with $h=1$, it adds $1.5\times0.0037=0.0056$, and $F$ then rises by 4 percent instead. Separate sound speeds, with a common $L$, lower the conductivity by 3 percent. Two effects have not been estimated: the focusing of sound by the elastic anisotropy of silicon, and the conversion between longitudinal and transverse waves at a free surface. In an isotropic solid with these speeds the conversion is strong for longitudinal waves at most angles, still more than half of the energy at $\mu=0.01$, and it vanishes only as $\mu\to0$. The mirror condition used here is therefore a simplification for them. At room temperature the mean free path in silicon is far shorter, and a membrane of this thickness would lie outside the thin-film regime. The remaining figures are in the numerical output.

## Computed values

```
Boltzmann grid, largest rel. error: 5.7e-07
sum over flights, largest rel. error: 6.8e-11
log coefficient, largest rel. error: 4.8e-05
specularities p, q: 0.6, 0.2
enhancement C: 2.1818
C from random bounce sequence: 2.183
C for equal surfaces 0.4, 0.4: 2.3333
average of equal-surface factors: 2.7500
ln M: 0.9240
M: 2.519 crossings
film/diffuse film at t = 1e-02: 1.7867
film/diffuse film at t = 1e-04: 1.9726
film/diffuse film at t = 1e-06: 2.0402
film/diffuse film at t = 1e-08: 2.0748
t where ratio is 10% below C: 1.48e-04
p=q=0.99, t=0.01, leading log F: 6.87
p=q=0.99, t=0.01, full F: 0.7491
temperature: 10 K
thickness d: 1000 nm
bulk mean free path L: 100000 nm
t = d/L: 0.010
longitudinal speed: 8500 m/s
transverse speed: 5400 m/s
Debye mean speed: 5938 m/s
heat capacity: 584.2 J/(m^3 K)
bulk conductivity: 115.63 W/(m K)
F diffuse: 0.03776
F full: 0.06746
F two-term law: 0.06716
F leading log only: 0.07536
diffuse film conductivity: 4.366 W/(m K)
film conductivity: 7.801 W/(m K)
film/diffuse film: 1.7867
share of F from mu < 0.1: 0.580
peak of heat spectrum, hbar w/kT: 3.830
wavelength at peak: 7.44 nm
F, angle-dependent specularity: 0.3547
F, cube-root law: 0.3832
angle-dependent/constant: 5.26
cube-root check at t=1e-9, full/law: 1.0000
w^-4 free path, film cond./grey: 0.923
w^-4 free path, film/diffuse film: 1.778
mode spacing in mu: 0.00372
discrete modes n>=1, F/continuum F: 0.960
separate speeds/one speed, cond.: 0.969
```
